# Voigt and Reuss equibiaxial moduli of fibre-textured cubic films

**Q:** I have cubic films in which every grain has the same crystal direction along the film normal, while the in-plane rotation varies from grain to grain. For (001) and (111) normals, the Voigt and Reuss averages give me the same equibiaxial modulus. For (110) they do not. What is being averaged, exactly?

**A:** Take bonded grains of one material, linear elasticity and a laterally extended film with a traction-free top. All in-plane rotations are equally common. The film is either free-standing or bonded to a rigid substrate. Axes 1 and 2 lie in the film and axis 3 is the normal $\mathbf n$. The imposed mean in-plane strain is $\varepsilon$ in every direction, and

$$M=\frac{\langle\sigma_{11}\rangle+\langle\sigma_{22}\rangle}{2\varepsilon}.$$

Voigt gives all grains the same strain tensor, with its out-of-plane components chosen so that the mean tractions $\langle\sigma_{i3}\rangle$ vanish. Reuss gives all grains the same stress $\sigma_0(I-\mathbf n\mathbf n)$ and averages the strain. The two can agree only if the rotation of a grain does not matter to its equibiaxial response, so we should look at one grain first.

**Q:** How does one grain respond to equibiaxial stress?

**A:** In the cube axes, with $s_{44}$ defined for engineering shear, Hooke's law reads $\varepsilon_{11}=s_{11}\sigma_{11}+s_{12}(\sigma_{22}+\sigma_{33})$ and $\varepsilon_{12}=(s_{44}/2)\sigma_{12}$, with the cyclic counterparts. As one tensor equation this is

$$\varepsilon=s_{12}(\mathrm{tr}\,\sigma)I+\frac{s_{44}}2\sigma+J\,\mathrm{diag}(\sigma),\qquad J=s_{11}-s_{12}-\frac{s_{44}}2.$$

Here $\mathrm{diag}(\sigma)$ keeps only the diagonal entries in the cube axes. The value of $J$ follows because the coefficient of $\sigma_{11}$ in $\varepsilon_{11}$ must be $s_{11}$. An elastically isotropic crystal has $J=0$.

For $\sigma=\sigma_0(I-\mathbf n\mathbf n)$ the trace is $2\sigma_0$, and the diagonal part is $\sigma_0(I-D)$ with $D=\mathrm{diag}(n_1^2,n_2^2,n_3^2)$. Hence

$$\frac{\varepsilon}{\sigma_0}=2s_{12}I+\frac{s_{44}}2(I-\mathbf n\mathbf n)+J(I-D).$$

The first two terms are unchanged by any rotation about $\mathbf n$. Only $D$ can make the strain depend on the grain's in-plane rotation.

**Q:** And for (001) and (111) it does not?

**A:** For (001), $D=\mathbf n\mathbf n$. For (111), $D=I/3$. Both are unchanged by rotation about $\mathbf n$. An equibiaxial stress therefore produces the same strain tensor in every grain, with equal in-plane strains and no shear.

Uniform stress and uniform strain now hold together. The strains match at the grain boundaries, the tractions balance there, and the free surface carries no traction. On a rigid substrate the in-plane displacement also matches, because the strain is equibiaxial without shear. This is the solution of the full elastic problem, whatever the shapes of the grains. Voigt and Reuss agree because each describes this same state.

**Q:** What is the modulus, then?

**A:** Average the in-plane strain for a general normal. Since $\mathrm{tr}\,D=1$, the mean of $D$ over the two in-plane directions is

$$\frac{1-\mathbf n\cdot D\mathbf n}{2}=\frac{1-\sum_i n_i^4}{2}=\Gamma,\qquad \Gamma=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2,$$

where the last step uses $1=(\sum_i n_i^2)^2=\sum_i n_i^4+2\Gamma$. Also $2s_{12}+s_{44}/2+J=s_{11}+s_{12}$. The Reuss modulus is therefore given by

$$\frac1{M_R}=s_{11}+s_{12}-J\Gamma.$$

The values of $\Gamma$ are $0$ for (001), $1/4$ for (110) and $1/3$ for (111). For (001) and (111) this is also the Voigt modulus. For (110) it is only the Reuss value.

**Q:** What goes wrong for (110)?

**A:** Here $D=\mathrm{diag}(1/2,1/2,0)$. Let axis 1 be $[1\bar10]$ and axis 2 be $[001]$. The in-plane values of $D$ are $1/2$ and $0$, so equal stresses give unequal strains:

$$\frac{\varepsilon_{11}}{\sigma_0}=s_{11}+s_{12}-\frac J2,\qquad \frac{\varepsilon_{22}}{\sigma_0}=s_{11}+s_{12}.$$

These strain axes turn with the grain. Two neighbours with different rotations would in general no longer fit together under a common equibiaxial stress. If instead they share an equibiaxial strain, their stresses differ and the tractions at their boundary are generally unbalanced.

For the Voigt value we need the separate in-plane compliances. A unit stress along $[1\bar10]$ has diagonal part $D$, so Hooke's law gives

$$S_{11}=s_{12}+\frac{s_{44}}2+\frac J2=s_{11}-\frac J2,\qquad S_{12}=s_{12}.$$

A unit stress along $[001]$, a cube axis, gives $S_{22}=s_{11}$. Neither load produces shear in these axes. Imposing $\varepsilon$ along both directions, with zero normal traction, means

$$S_{11}\sigma_1+S_{12}\sigma_2=\varepsilon,\qquad S_{12}\sigma_1+S_{22}\sigma_2=\varepsilon.$$

With $\Delta=S_{11}S_{22}-S_{12}^2$ the solution is

$$\sigma_1=\frac{S_{22}-S_{12}}{\Delta}\varepsilon,\qquad \sigma_2=\frac{S_{11}-S_{12}}{\Delta}\varepsilon.$$

The accompanying normal strain is the same number in every grain, and there is no out-of-plane shear. All grains can thus share the whole strain tensor while each has zero normal traction, as Voigt requires. Rotation leaves $\sigma_{11}+\sigma_{22}$ unchanged, so

$$M_V=\frac{\sigma_1+\sigma_2}{2\varepsilon}=\frac{s_{11}-s_{12}-J/4}{s_{11}(s_{11}-J/2)-s_{12}^2}.$$

**Q:** If rotation leaves that sum unchanged, why does averaging over rotations produce a gap at all?

**A:** The gap is already present in a single (110) grain. One number is its mean stress at equal strains, and the other is the inverse of its mean strain at equal stresses. They differ when an equal load also excites a difference between the two directions. Define

$$p=\frac{S_{11}+S_{22}}2+S_{12}=s_{11}+s_{12}-\frac J4,$$

$$q=\frac{S_{11}+S_{22}}2-S_{12}=s_{11}-s_{12}-\frac J4,\qquad r=\frac{S_{11}-S_{22}}2=-\frac J4.$$

Here $p$ is the compliance for equal stresses, $q$ that for opposite stresses, and $r$ couples the two. Multiplying out,

$$pq-r^2=\left(\frac{S_{11}+S_{22}}2\right)^2-S_{12}^2-\left(\frac{S_{11}-S_{22}}2\right)^2=\Delta.$$

Thus $M_R=1/p$ and $M_V=q/(pq-r^2)$, which gives

$$1-\frac{M_R}{M_V}=\frac{r^2}{pq}=\frac{(J/4)^2}{(s_{11}+s_{12}-J/4)(s_{11}-s_{12}-J/4)}.$$

Elastic stability makes $p$ and $q$ positive, so $M_V>M_R$ for either sign of $J$. The two agree only at $J=0$. For weak anisotropy the gap is $J^2/[16(s_{11}^2-s_{12}^2)]$ to leading order.

**Q:** Could some other normal also give equality in an anisotropic crystal?

**A:** No. Equality requires equal stresses to give equal in-plane strains, since any coupling to the other in-plane modes raises the modulus at fixed in-plane strain above $M_R$. Forcing the grains to share their out-of-plane strains as well cannot lower it again, because a constraint cannot lower the minimum energy.

So $\mathbf t\cdot D\mathbf t$ must equal one constant $c$ for every in-plane unit vector $\mathbf t$. The symmetric form $D-cI$ then vanishes on the film plane, and must be $\mathbf n\mathbf v+\mathbf v\mathbf n$ for some vector $\mathbf v$. In components,

$$n_iv_j+n_jv_i=0\ (i\ne j),\qquad n_i^2-c=2n_iv_i.$$

- If no $n_i$ is zero, put $w_i=v_i/n_i$. Then $w_i=-w_j$ for all three pairs, so every $w_i=0$ and all $n_i^2=c$. This is the (111) family.
- If only $n_3=0$, the mixed equations give $v_3=0$ and the third diagonal equation gives $c=0$. The other two diagonal equations give $w_1=w_2=1/2$, which contradicts $w_1=-w_2$.
- If two components vanish, the normal is a cube axis, and $c=0$ works.

**Q:** Is the simple explanation that (001) and (111) planes are elastically isotropic?

**A:** Not for (001). With the copper-like constants used below, Young's modulus in that plane is 70.7 GPa along $[100]$ and 133.7 GPa along $[110]$. Fourfold symmetry makes the response to equibiaxial load isotropic, but not the response to other loads. The in-plane shear modulus of the (001) texture is 50.0 GPa by Voigt and 37.5 GPa by Reuss.

For (111), the in-plane response at zero normal traction is isotropic. Even so, the shear averages are 58.3 and 45.0 GPa, because in-plane shear stress also causes out-of-plane shear whose direction turns with the grain. Voigt suppresses it. The equality you found belongs to equibiaxial loading.

**Q:** How large is the (110) gap for a real metal?

**A:** Take rough values for copper: $c_{11}=170$, $c_{12}=120$ and $c_{44}=75$ GPa. They give $s_{11}=14.146$, $s_{12}=-5.854$ and $J=13.333$, all in TPa$^{-1}$. Then, in the same unit,

$$p=14.146-5.854-3.333=4.959,\qquad q=14.146+5.854-3.333=16.667.$$

The gap relative to the Voigt value is $3.333^2/(4.959\times16.667)=0.134$. The moduli are:

| Texture | Voigt (GPa) | Reuss (GPa) |
|---|---:|---:|
| (001) | 120.6 | 120.6 |
| (110) | 233.0 | 201.6 |
| (111) | 259.9 | 259.9 |

These digits belong to the rounded constants. The difference $c_{11}-c_{12}$ is small compared with either constant, so modest changes in them matter. With 168.4, 121.4 and 75.4 GPa, closer to room-temperature measurements, the (001) modulus falls to 114.8 GPa and the (110) Reuss value to 197.9 GPa, while the (110) gap grows to 15 %. The examples below keep the rounded constants.

At $\varepsilon=0.05\,\%$ the (110) film stress is 116 MPa by Voigt and 101 MPa by Reuss. Under the common strain, each (110) grain carries 140 MPa along $[1\bar10]$ and 93 MPa along $[001]$. Under the common stress, its strains are 0.016 % and 0.084 %. If $c_{44}$ is lowered to 25 GPa with the other two constants held fixed, the crystal is isotropic and both (110) values become 120.6 GPa.

**Q:** Which value should I use for a (110) film?

**A:** The two values are bounds. The true energy per volume is $M\varepsilon^2$. The uniform strain is an allowed trial displacement, and minimum energy gives $M\le M_V$. For the other side, let $\sigma,e$ be the true local fields and $\sigma^*=\sigma_0(I-\mathbf n\mathbf n)$. With $S$ the local compliance, positivity of $\frac12\langle(\sigma-\sigma^*):S:(\sigma-\sigma^*)\rangle$ gives

$$M\varepsilon^2\ge\langle\sigma^*:e\rangle-\tfrac12\langle\sigma^*:S:\sigma^*\rangle=2\sigma_0\varepsilon-\frac{\sigma_0^2}{M_R}.$$

The right side is largest at $\sigma_0=M_R\varepsilon$, where it equals $M_R\varepsilon^2$. Hence $M_R\le M\le M_V$.

If the grains are much wider than the film thickness and the substrate is rigid, the substrate imposes $\varepsilon$ on nearly all of each grain, and $M$ approaches $M_V$. A free-standing sheet can relax further. For one periodic arrangement of 50 randomly rotated (110) grains in plane stress, a finite-element calculation gave 216.3 GPa on a 40×40 mesh and 215.6 GPa on an 80×80 mesh. Halving the element size lowers the value by 0.6 GPa, so neither number is converged. With further refinement this arrangement tends to about 215.0 GPa, and other random arrangements of 50 grains scatter by one to two GPa around that value. All of these lie well between the bounds. The same arrangement on the coarser mesh gave 120.6 GPa for (001) and 259.9 GPa for (111), as the uniform solution requires.

**Q:** How far can I trust this for my copper films on silicon?

**A:** With a thermal-expansion mismatch of roughly $14\times10^{-6}$ K$^{-1}$ between copper and silicon, the strain of 0.05 % corresponds to cooling by only about 36 K, which is small beside many processing steps. A (111) film then carries 130 MPa, against a rough flow stress of 200 MPa. In linear extrapolation it would yield after about 55 K, and beyond that the elastic modulus no longer sets the stress. Copper films also tend towards (111) texture, often with some (001) grains, so the (110) film here serves as a comparison.

Imperfect texture matters more directly to your question. If all normals are tilted by 5°, in evenly spread directions, the Voigt and Reuss values become 124.9 and 122.1 GPa for (001), and 258.3 and 255.4 GPa for (111). The equality is lost, but the gaps are only about 2 % and 1 %. A minority texture can do more: with 10 % of wide (001) grains in a (111) film on a rigid substrate, the modulus is $0.9\times259.9+0.1\times120.6=246$ GPa, about 5 % below the pure (111) value.

If the stiffness changes by a fraction of about $3\times10^{-4}$ per kelvin, the 36 K range changes the moduli by roughly 1 %. Nonlinear elasticity changes them by roughly 0.5 % if the fractional stiffness change is taken as ten times the strain. For a 500 nm film on a 500 µm wafer, the wafer's own deformation (biaxial modulus about 180 GPa) relieves about 0.3 % of the imposed strain for (001), 0.5 % for (110) and 0.6 % for (111). These effects are small beside the (110) gap of 13 to 15 %.

**Q:** Does the (110) result carry over to less symmetric normals?

**A:** The Reuss formula does, but "Voigt" then needs a more careful definition. For (311), equibiaxial stress also produces out-of-plane shear, whose direction turns with the grain. With the same constants, $M_R$ is 161.3 GPa. Sharing only the in-plane strains, with zero normal traction in each grain, gives 164.3 GPa. Sharing all the strains gives 197.7 GPa, because the out-of-plane shear is then suppressed. For (110) that shear is absent, and the two Voigt definitions coincide.

## Values computed for the example and the checks

```
c11, c12, c44 = 170, 120, 75 GPa (rough, copper)
Zener ratio 2c44/(c11-c12) = 3.00
s11, s12, s44 = 14.146, -5.854, 13.333 1/TPa
J = 13.333 1/TPa
(001) Voigt M = 120.59 GPa, Reuss M = 120.59 GPa
(110) Voigt M = 232.95 GPa, Reuss M = 201.64 GPa
(111) Voigt M = 259.86 GPa, Reuss M = 259.86 GPa
(110) gap 1-M_R/M_V = 13.44 %
(110) ratio M_V/M_R = 1.1553
isotropic control (110): M_V = 120.59, M_R = 120.59 GPa
(001) strain spread over spins / mean = 1.0e-15
(110) strain spread over spins / mean = 1.9e+00
(111) strain spread over spins / mean = 1.5e-15
smallest gap, normals >3 deg from 001, 111 = 2.1e-05
(311) Reuss M = 161.32 GPa
(311) M, only in-plane strain uniform = 164.26 GPa
(311) M, all strains uniform = 197.68 GPa
(001) sheet M, 40x40 mesh = 120.59 GPa
(111) sheet M, 40x40 mesh = 259.86 GPa
(110) sheet M, 40x40 mesh = 216.26 GPa
(110) sheet M, 80x80 mesh = 215.62 GPa
(110) sheet mesh shift = -0.63 GPa
(001) in-plane shear: Voigt 50.00, Reuss 37.50 GPa
(111) in-plane shear: Voigt 58.33, Reuss 45.00 GPa
Young modulus along [100] = 70.7 GPa
Young modulus along [110] = 133.7 GPa
film strain = 0.050 %
cooling for this strain = 36 K (rough)
(001) film stress: Voigt 60.3, Reuss 60.3 MPa
(110) film stress: Voigt 116.5, Reuss 100.8 MPa
(111) film stress: Voigt 129.9, Reuss 129.9 MPa
(110) grain, uniform strain: along [1-10] 139.8 MPa
(110) grain, uniform strain: along [001] 93.2 MPa
(110) grain, uniform stress: along [1-10] 0.0164 %
(110) grain, uniform stress: along [001] 0.0836 %
(001) 5 deg tilt: Voigt 124.94, Reuss 122.07 GPa
(110) 5 deg tilt: Voigt 232.30, Reuss 200.62 GPa
(111) 5 deg tilt: Voigt 258.34, Reuss 255.41 GPa
(001) largest resolved shear = 24.6 MPa
(110) largest resolved shear = 38.0 MPa
(111) largest resolved shear = 35.4 MPa
rough (111) film flow stress = 200 MPa
resolved shear at that flow stress = 54.4 MPa
softening over the cooling range = 1.1 % (rough)
nonlinear stiffness change = 0.5 % (rough)
film 500 nm, wafer 500 um, wafer M 180 GPa
strain relief by wafer = 0.52 %
```
